# The Spin-Polarized GGA Kernel as a Symmetric Form on Orbital Products: a program that tests the result

```python
"""Second variation of a spin-polarized GGA energy.

Result under test, for E = integral f(na, nb, saa, sab, sbb), sst = grad ns.grad nt:
K[u,w] = integral { f_nn u w + f_ns (u D[n,w] + w D[n,u])
                    + f_ss D[n,u] D[n,w] + f_s D[u,w] }
D[x,y] = (2 grad xa.grad ya, grad xa.grad yb + grad xb.grad ya, 2 grad xb.grad yb).
Here n is the ground-state density pair, u and w are trial density pairs, and
subscripts n and s on f denote derivatives in densities and gradient invariants.
Equivalently K[u,w] = sum over spin of integral (A w + B.grad w).
Arrays of fields have shape (spin, value and three gradient components, point).
All quantities are in Hartree atomic units unless a label says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.interpolate import CubicSpline
from pyscf import gto, dft
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
XC = "pbe,pbe"


def dot(x, y):
    return np.sum(x[1:] * y[1:], axis=0)


def polar(x, y):
    return np.array([2 * dot(x[0], y[0]),
                     dot(x[0], y[1]) + dot(x[1], y[0]),
                     2 * dot(x[1], y[1])])


def kernel_pieces(derivs, n, u, w):
    """Integrands of the nn, n-sigma, sigma-sigma and first-derivative terms."""
    fs, fnn, fns, fss = derivs
    du, dw = polar(n, u), polar(n, w)
    nn = np.einsum("stg,sg,tg->g", fnn, u[:, 0], w[:, 0])
    ns = (np.einsum("skg,sg,kg->g", fns, u[:, 0], dw)
          + np.einsum("skg,sg,kg->g", fns, w[:, 0], du))
    ss = np.einsum("klg,kg,lg->g", fss, du, dw)
    first = np.einsum("kg,kg->g", fs, polar(u, w))
    return np.array([nn, ns, ss, first])


def kernel_action(derivs, n, u):
    """Scalar part A and vector part B of the response to trial density u."""
    fs, fnn, fns, fss = derivs
    du = polar(n, u)
    a = (np.einsum("stg,tg->sg", fnn, u[:, 0])
         + np.einsum("skg,kg->sg", fns, du))
    df = (np.einsum("skg,sg->kg", fns, u[:, 0])
          + np.einsum("klg,lg->kg", fss, du))
    gn, gu = n[:, 1:], u[:, 1:]
    b_a = 2*fs[0]*gu[0] + fs[1]*gu[1] + 2*df[0]*gn[0] + df[1]*gn[1]
    b_b = 2*fs[2]*gu[1] + fs[1]*gu[0] + 2*df[2]*gn[1] + df[1]*gn[0]
    return a, np.array([b_a, b_b])


def contract(action, w):
    a, b = action
    return np.sum(a * w[:, 0], axis=0) + np.sum(b * w[:, 1:], axis=(0, 1))


def functional_derivatives(n):
    _, vxc, fxc, _ = libxc.eval_xc(XC, n, spin=1, deriv=2)
    fs = vxc[1].T
    fnn = fxc[0].T[np.array([[0, 1], [1, 2]])]
    fns = fxc[1].T[np.array([[0, 1, 2], [3, 4, 5]])]
    fss = fxc[2].T[np.array([[0, 1, 2], [1, 3, 4], [2, 4, 5]])]
    return fs, fnn, fns, fss


# Symbolic test: differentiate a composite function of all five variables.
variables = sp.symbols("na nb saa sab sbb")
na, nb, saa, sab, sbb = variables
f_test = ((na + 2*nb + 3*saa + 5*sab + 7*sbb)**3 / 100
          + na*nb*saa*sab + na*saa*sbb**2 + nb*sab**2)
eps, eta = sp.symbols("eps eta")
rng = np.random.default_rng(4)
n_i, u_i, w_i = rng.integers(-3, 5, size=(3, 2, 4))
n_i[:, 0] = [3, 2]


def invariants(x):
    return [x[0, 0], x[1, 0],
            sum(x[0, j]*x[0, j] for j in range(1, 4)),
            sum(x[0, j]*x[1, j] for j in range(1, 4)),
            sum(x[1, j]*x[1, j] for j in range(1, 4))]


moved = n_i.astype(object) + u_i.astype(object)*eps + w_i.astype(object)*eta
composite = f_test.subs(dict(zip(variables, invariants(moved))), simultaneous=True)
symbolic_value = float(sp.diff(composite, eps, eta).subs({eps: 0, eta: 0}))
base = dict(zip(variables, [int(x) for x in invariants(n_i)]))
gradient = np.array([float(f_test.diff(x).subs(base)) for x in variables])
hessian = np.array([[float(f_test.diff(x, y).subs(base)) for y in variables]
                    for x in variables])
test_derivs = (gradient[2:, None], hessian[:2, :2, None],
               hessian[:2, 2:, None], hessian[2:, 2:, None])
n_t, u_t, w_t = [x.astype(float)[:, :, None] for x in (n_i, u_i, w_i)]
formula_value = kernel_pieces(test_derivs, n_t, u_t, w_t).sum()
forward_value = contract(kernel_action(test_derivs, n_t, u_t), w_t)[0]
reverse_value = contract(kernel_action(test_derivs, n_t, w_t), u_t)[0]
scale = np.abs(kernel_pieces(test_derivs, n_t, u_t, w_t)).sum()
for value in (formula_value, forward_value, reverse_value):
    assert abs(value - symbolic_value) < 1e-11 * scale

# Radial test: linearize the strong potential, including its divergence.
r = np.linspace(0.0, 14.0, 3001)


def radial_pair(decay_a, amp_a, decay_b, amp_b):
    field = np.zeros((2, 4, r.size))
    root = np.sqrt(1 + r*r)
    for s, (decay, amp) in enumerate(((decay_a, amp_a), (decay_b, amp_b))):
        field[s, 0] = amp * np.exp(-decay * root)
        field[s, 1] = -decay * r / root * field[s, 0]
    return field


def radial_potential_times_r2(n):
    vxc = libxc.eval_xc(XC, n, spin=1, deriv=1)[1]
    fn, fs = vxc[0].T, vxc[1].T
    flux = np.array([2*fs[0]*n[0, 1] + fs[1]*n[1, 1],
                     2*fs[2]*n[1, 1] + fs[1]*n[0, 1]])
    divergence = np.array([CubicSpline(r, r*r*x)(r, 1) for x in flux])
    return r*r*fn - divergence


n_r = radial_pair(1.2, 2.0, 1.4, 1.0)
u_r = radial_pair(1.6, 1.0, 1.8, -0.7)
w_r = radial_pair(2.0, 0.5, 1.5, 0.9)
step = 1e-3
potential_change = (radial_potential_times_r2(n_r + step*u_r)
                    - radial_potential_times_r2(n_r - step*u_r)) / (2*step)
strong_value = 4*np.pi*simpson(np.sum(potential_change*w_r[:, 0], axis=0), x=r)
radial_pieces = kernel_pieces(functional_derivatives(n_r), n_r, u_r, w_r)
weak_parts = 4*np.pi*simpson(radial_pieces*r*r, x=r, axis=1)
weak_value = weak_parts.sum()
# Central differences and the spline have small discretization errors.
assert abs(strong_value - weak_value) < 1e-5 * np.abs(weak_parts).sum()

# Free Bi atom, quartet, with unequal spin densities.
mol = gto.M(atom="Bi 0 0 0", basis="def2-tzvp", ecp="def2-tzvp",
            spin=3, verbose=0)
mf = dft.UKS(mol)
mf.xc = XC
mf.grids.level = 3
mf.conv_tol = 1e-10
mf.max_cycle = 100
mf.kernel()
assert mf.converged
n_up, n_down = mol.nelec
overlap = mol.intor("int1e_ovlp")
z_matrix = mol.intor("int1e_r")[2]
labels = mol.ao_labels(fmt=None)
is_s = np.array([x[2][-1] == "s" for x in labels])
is_pz = np.array([x[2][-1] == "p" and x[3] == "z" for x in labels])


def weight(c, mask):
    return c[mask] @ overlap[np.ix_(mask, mask)] @ c[mask]


def s_and_pz(coeff, s_index, p_start):
    """Rotate a degenerate p shell so that one member points along z."""
    c_s = coeff[:, s_index]
    shell = coeff[:, p_start:p_start + 3]
    direction = shell.T @ z_matrix @ c_s
    c_p = shell @ (direction / np.linalg.norm(direction))
    assert weight(c_s, is_s) > 0.999 and weight(c_p, is_pz) > 0.999
    return c_s, c_p


c_s_up, c_p_up = s_and_pz(mf.mo_coeff[0], n_up - 4, n_up - 3)
c_s_down, c_p_down = s_and_pz(mf.mo_coeff[1], n_down - 1, n_down)
products = [(0, c_p_up, c_p_up), (1, c_s_down, c_s_down),
            (1, c_s_down, c_p_down)]


def fields_on_grid(grids):
    keep = grids.weights != 0
    weights = grids.weights[keep]
    ao = dft.numint.eval_ao(mol, grids.coords[keep], deriv=1)
    density = np.zeros((2, 4, weights.size))
    for s, count in enumerate(mol.nelec):
        orbitals = ao @ mf.mo_coeff[s][:, :count]
        density[s, 0] = np.sum(orbitals[0]**2, axis=1)
        density[s, 1:] = 2*np.sum(orbitals[0]*orbitals[1:], axis=2)
    trials = []
    for s, left, right in products:
        p, q = ao @ left, ao @ right
        trial = np.zeros_like(density)
        trial[s, 0] = p[0]*q[0]
        trial[s, 1:] = p[1:]*q[0] + p[0]*q[1:]
        trials.append(trial)
    return weights, density, trials


weights, density, trials = fields_on_grid(mf.grids)
derivs = functional_derivatives(density)
pairs = [(0, 0), (0, 1), (1, 1), (2, 2)]
parts = {pair: kernel_pieces(derivs, density, trials[pair[0]],
                             trials[pair[1]]) @ weights for pair in pairs}
kernel = {pair: value.sum() for pair, value in parts.items()}


def xc_energy(n):
    exc = libxc.eval_xc(XC, n, spin=1, deriv=0)[0]
    return np.dot(weights, exc*(n[0, 0] + n[1, 0]))


# Occupied diagonal products keep both displaced densities positive.
h = 1e-3
finite_difference = {}
for i, j in pairs[:3]:
    total = 0.0
    for sign_i in (-1, 1):
        for sign_j in (-1, 1):
            moved_density = density + h*(sign_i*trials[i] + sign_j*trials[j])
            total += sign_i*sign_j*xc_energy(moved_density)
    finite_difference[i, j] = total / (4*h*h)
    assert abs(finite_difference[i, j] - kernel[i, j]) < 1e-5

# A separate implementation checks orbital matrix elements and the transition.
density_matrices = []
for s, left, right in products:
    matrix = np.zeros((2, mol.nao, mol.nao))
    matrix[s] = (np.outer(left, right) + np.outer(right, left)) / 2
    density_matrices.append(matrix)
response = mf.gen_response(with_j=False, hermi=1)
response_values = {}
for i, j in pairs:
    induced = np.asarray(response(density_matrices[i]))
    response_values[i, j] = np.sum(induced * density_matrices[j])
    assert abs(response_values[i, j] - kernel[i, j]) < 1e-5

hartree = {}
for i, j in pairs:
    coulomb = mf.get_j(mol, density_matrices[i].sum(axis=0), hermi=1)
    hartree[i, j] = np.sum(coulomb * density_matrices[j].sum(axis=0))

fine_grid = dft.gen_grid.Grids(mol)
fine_grid.level = 5
fine_grid.build()
fine_weights, fine_density, fine_trials = fields_on_grid(fine_grid)
fine_derivs = functional_derivatives(fine_density)
grid_change = max(abs((kernel_pieces(fine_derivs, fine_density, fine_trials[i],
                                     fine_trials[j]) @ fine_weights).sum()
                      - kernel[i, j]) for i, j in pairs)
assert grid_change < 1e-4

gap = mf.mo_energy[1][n_down] - mf.mo_energy[1][n_down - 1]
tda = gap + hartree[2, 2] + kernel[2, 2]
print(f"Symbolic mixed derivative (dimensionless): {symbolic_value:.6f}")
print(f"Bilinear formula, same input (dimensionless): {formula_value:.6f}")
print(f"Radial model, strong potential: {strong_value:.8f} hartree")
print(f"Radial model, weak form: {weak_value:.8f} hartree")
print(f"Bi explicit electrons, alpha and beta: {n_up}, {n_down}")
print(f"Bi number of basis functions: {mol.nao}")
print(f"Bi UKS-PBE energy with core potential: {mf.e_tot:.6f} hartree")
print(f"Bi xc energy: {xc_energy(density):.6f} hartree")
names = ["alpha 6pz^2 with itself", "alpha 6pz^2 with beta 6s^2",
         "beta 6s^2 with itself", "beta 6s*6pz with itself"]
for pair, name in zip(pairs, names):
    print(f"Products: {name}")
    for label, value in zip(("density-density", "density-sigma",
                             "sigma-sigma", "first sigma derivative"), parts[pair]):
        print(f"  {label} term: {value:.6f} hartree")
    print(f"  xc kernel K: {kernel[pair]:.6f} hartree")
    if pair in finite_difference:
        print(f"  E_xc finite difference: {finite_difference[pair]:.6f} hartree")
    print(f"  PySCF response: {response_values[pair]:.6f} hartree")
    print(f"  Hartree J: {hartree[pair]:.6f} hartree")
    total = hartree[pair] + kernel[pair]
    print(f"  J + K: {total:.6f} hartree = {total*HARTREE_EV:.4f} eV")
print(f"Largest K change on finer grid: {grid_change:.2e} hartree")
print(f"Beta 6s to 6p orbital gap: {gap:.6f} hartree")
print(f"One-product Tamm-Dancoff: {tda:.6f} hartree = {tda*HARTREE_EV:.4f} eV")
print("no test failed")
```

It prints:

```
Symbolic mixed derivative (dimensionless): 3870367.680000
Bilinear formula, same input (dimensionless): 3870367.680000
Radial model, strong potential: 0.09237981 hartree
Radial model, weak form: 0.09237981 hartree
Bi explicit electrons, alpha and beta: 13, 10
Bi number of basis functions: 50
Bi UKS-PBE energy with core potential: -214.637054 hartree
Bi xc energy: -17.163818 hartree
Products: alpha 6pz^2 with itself
  density-density term: -0.045170 hartree
  density-sigma term: 0.010102 hartree
  sigma-sigma term: 0.004934 hartree
  first sigma derivative term: -0.010036 hartree
  xc kernel K: -0.040170 hartree
  E_xc finite difference: -0.040170 hartree
  PySCF response: -0.040170 hartree
  Hartree J: 0.326630 hartree
  J + K: 0.286460 hartree = 7.7950 eV
Products: alpha 6pz^2 with beta 6s^2
  density-density term: -0.008273 hartree
  density-sigma term: 0.005644 hartree
  sigma-sigma term: -0.003093 hartree
  first sigma derivative term: 0.001276 hartree
  xc kernel K: -0.004446 hartree
  E_xc finite difference: -0.004446 hartree
  PySCF response: -0.004446 hartree
  Hartree J: 0.342888 hartree
  J + K: 0.338442 hartree = 9.2095 eV
Products: beta 6s^2 with itself
  density-density term: -0.015719 hartree
  density-sigma term: -0.025914 hartree
  sigma-sigma term: 0.018091 hartree
  first sigma derivative term: -0.010258 hartree
  xc kernel K: -0.033799 hartree
  E_xc finite difference: -0.033799 hartree
  PySCF response: -0.033799 hartree
  Hartree J: 0.416529 hartree
  J + K: 0.382730 hartree = 10.4146 eV
Products: beta 6s*6pz with itself
  density-density term: -0.000964 hartree
  density-sigma term: -0.034350 hartree
  sigma-sigma term: 0.015790 hartree
  first sigma derivative term: -0.008220 hartree
  xc kernel K: -0.027743 hartree
  PySCF response: -0.027743 hartree
  Hartree J: 0.065834 hartree
  J + K: 0.038091 hartree = 1.0365 eV
Largest K change on finer grid: 3.60e-07 hartree
Beta 6s to 6p orbital gap: 0.365785 hartree
One-product Tamm-Dancoff: 0.403876 hartree = 10.9900 eV
no test failed
```
